# Plane-wave energy curves of a periodic well: fixed cutoff versus fixed basis

## Problem

One particle moves on a line in the periodic potential

$$V(x)=-A\sum_{j}\delta(x-jL),\qquad A>0,$$

and occupies the lowest state with wave vector $k=0$, so its wave function has period $L$. Neighbouring wells repel each other with the known energy $U(L)=Be^{-\beta L}$ per period. The total energy per period is taken as $E(L)=\varepsilon(L)+U(L)$, where $\varepsilon$ is the particle's energy; this corresponds to one particle per cell, sampled at $k=0$ only. Hartree atomic units are used: $\hbar=m_e=1$, lengths in bohr, energies in hartree.

Take $A=1$ hartree bohr, $B=20$ hartree, $\beta=2$ bohr$^{-1}$, and the plane waves $e^{iG_mx}/\sqrt L$ with $G_m=2\pi m/L$. Consider $L\ge1.5$ bohr.

1. Find the converged minimum $L^*$.
2. Derive the energy in a basis $|m|\le M$. How does truncation change the well?
3. Keep $M$ fixed as $L$ varies. Where does the minimum go, and which slope does the stress formula give?
4. Keep the cutoff $E_c=100$ hartree fixed, so that the basis contains all waves with $G_m^2/2\le E_c$. Locate the jumps of $E(L)$ and find their heights.
5. Compare the minima at fixed basis size and at fixed cutoff with $L^*$, and find how to improve them.

## Solution

### 1. The converged curve

A constant trial function has energy $-A/L<0$, so the lowest energy is negative. Write $\varepsilon=-\kappa^2/2$. Between the wells at $0$ and $L$, the even periodic solution is $\psi\propto\cosh\kappa(x-L/2)$. Integrating the Schrödinger equation across the well gives

$$-\tfrac12\left[\psi'(0^+)-\psi'(0^-)\right]=A\psi(0).$$

Here $\psi'(0^+)=-\kappa\sinh(\kappa L/2)$ and, by periodicity, $\psi'(0^-)=\psi'(L^-)=+\kappa\sinh(\kappa L/2)$. Therefore

$$\kappa\tanh(\kappa L/2)=A. \tag{1}$$

For large $L$ this gives $\kappa\to A$, the isolated well. For small $L$, $\tanh(\kappa L/2)\approx\kappa L/2$ gives $\varepsilon\approx-A/L$. Since $U$ stays finite, $E\to-\infty$ as $L\to0$; the minimum sought is a local one, which is why $L$ was restricted.

Differentiate (1) with respect to $L$, with $\kappa'=d\kappa/dL$:

$$\kappa'\tanh\frac{\kappa L}{2}+\frac{\kappa}{2}(\kappa+L\kappa')\,\mathrm{sech}^2\frac{\kappa L}{2}=0.$$

Multiply by $2\cosh^2(\kappa L/2)$ and use $2\sinh y\cosh y=\sinh2y$:

$$\kappa'(\sinh\kappa L+\kappa L)=-\kappa^2 .$$

Since $d\varepsilon/dL=-\kappa\kappa'$, the minimum satisfies

$$E'(L)=\frac{\kappa^3}{\sinh\kappa L+\kappa L}-\beta Be^{-\beta L}=0. \tag{2}$$

The root is $L^*=3.2162$ bohr $=1.7020$ Å, with $\kappa=1.06686$ bohr$^{-1}$. As a check, $\kappa L^*=3.431$, so the first term is $1.214/(15.44+3.43)=0.0643$, and the second is $40e^{-6.432}=0.0643$ hartree/bohr. The energy is $E(L^*)=-0.53692$ hartree $=-14.610$ eV, and the curvature is $E''(L^*)=0.06875$ hartree/bohr$^2$.

The density at the well, $\rho_0=|\psi(0)|^2$, will also be needed. The norm integral is $\int_0^L\cosh^2\kappa(x-L/2)\,dx=L/2+\sinh(\kappa L)/(2\kappa)$, so

$$\rho_0=\frac{\cosh^2(\kappa L/2)}{L/2+\sinh(\kappa L)/(2\kappa)},\qquad \frac{\partial\varepsilon}{\partial A}=-\rho_0. \tag{3}$$

The second relation is the Hellmann–Feynman theorem, because $\partial V/\partial A$ is minus a delta function at the well. At $L^*$, $\rho_0=0.93125$ bohr$^{-1}$.

### 2. Truncation makes the well weaker

Every matrix element of the potential equals $-A/L$. For expansion coefficients $c_m$ with sum $C=\sum_nc_n$, the eigenvalue equation is

$$\tfrac12(G_m^2+\kappa^2)c_m=\frac AL C .$$

If $C$ vanished, so would every $c_m$; hence $C\ne0$. Solve for $c_m$, sum over $|m|\le M$ and divide by $AC$:

$$\frac2L\sum_{|m|\le M}\frac1{G_m^2+\kappa^2}=\frac1A. \tag{4}$$

The left side falls from infinity to zero as $\kappa$ grows, so there is one negative energy.

To compare with (1), the complete sum is needed. Let $g(x)=\cosh\kappa(x-L/2)$ on $[0,L]$, and $I=\int_0^Lg\,e^{-iG_mx}dx$. Since $g''=\kappa^2g$, two integrations by parts give

$$\kappa^2I=[g'e^{-iG_mx}]_0^L+iG_m\left([g\,e^{-iG_mx}]_0^L+iG_mI\right)=2\kappa\sinh\frac{\kappa L}2-G_m^2I,$$

because $e^{-iG_mL}=1$ and $g(L)=g(0)$. The Fourier coefficients $I/L$ are thus known. The periodic continuation of $g$ is continuous and piecewise smooth, so its series at $x=0$ sums to $\cosh(\kappa L/2)$. Dividing by $\kappa\sinh(\kappa L/2)$,

$$\frac2L\sum_{m=-\infty}^{\infty}\frac1{G_m^2+\kappa^2}=\frac{\coth(\kappa L/2)}{\kappa}.$$

Equation (4) contains this sum without its tail, so

$$\frac{\coth(\kappa L/2)}\kappa=\frac1A+T\equiv\frac1{A_{\rm eff}},\qquad T=\frac4L\sum_{m>M}\frac1{G_m^2+\kappa^2}. \tag{5}$$

This is (1) with $A$ replaced by $A_{\rm eff}<A$: **the truncated basis describes a weaker well**.

For waves well above $\kappa$, drop $\kappa^2$ in the tail. Then approximate $1/m^2$ by $1/(m^2-\frac14)=1/(m-\frac12)-1/(m+\frac12)$, whose sum telescopes:

$$T\approx\frac{L}{\pi^2}\sum_{m>M}\frac1{m^2}\approx\frac{L}{\pi^2(M+\frac12)}. \tag{6}$$

To first order $A_{\rm eff}-A=-A^2T$, and (3) gives the energy error

$$\varepsilon_M-\varepsilon\approx A^2\rho_0T>0. \tag{7}$$

### 3. Fixed basis size

At fixed $M$ the Hamiltonian matrix is $H=K/L^2+W/L$, with $K_{mn}=2\pi^2m^2\delta_{mn}$ and $W_{mn}=-A$. Neither $K$ nor $W$ depends on $L$. The Hellmann–Feynman theorem holds for the normalized eigenvector of a finite matrix, so

$$\frac{d\varepsilon_M}{dL}=-\frac{2\langle\text{kinetic}\rangle+\langle V\rangle}{L}. \tag{8}$$

The stress formula therefore gives the exact slope of the fixed-basis curve, even when the basis is poor. That slope is not the converged one. As $L$ grows, the same $M$ reaches a smaller largest wave number, $T$ in (6) grows, and the energy error changes with $L$.

Set the derivative of $E+A^2\rho_0T$ to zero near $L^*$, using $E'(L)\approx E''(L^*)(L-L^*)$:

$$L_M-L^*\approx-\frac{A^2\,(L\rho_0)'}{\pi^2E''(M+\frac12)}. \tag{9}$$

The sign is set by $(L\rho_0)'$, which is positive for every $L$ in this model. With $y=\kappa L/2$, (3) gives $1/(L\rho_0)=\frac12\left[\mathrm{sech}^2y+\tanh y/y\right]$, which falls as $y$ grows, and (1) reads $y\tanh y=AL/2$, so $y$ grows with $L$. At $L^*$ the derivative is $+0.93042$ bohr$^{-1}$, so the fixed-basis period is too short.

The cutoff of 100 hartree selects $M=7$, or 15 plane waves, at $L^*$. With this $M$ held fixed, (9) predicts

$$-\frac{0.93042}{9.870\times0.06875\times7.5}=-0.183\ \text{bohr}.$$

The actual minimum is at $L_7=3.0874$ bohr, a displacement of $-0.129$ bohr or $-4.0\,\%$. The first-order estimate is too large for two reasons.

- The slope of the error is smaller than first order suggests. The estimate uses $0.93042/(9.870\times7.5)=0.01257$ hartree/bohr, whereas the energy table in section 4 gives errors $E_7-E$ of $0.03556$ and $0.03988$ hartree at $L=3.0$ and $3.4$, a slope of $0.0108$. This alone reduces the displacement to $0.0108/0.06875=0.157$ bohr.
- The curve stiffens towards small $L$. The slope of $E_7$ goes from $0.0108$ at $L^*$ to zero at $L_7$, so its mean curvature there is $0.0108/0.129=0.084$ hartree/bohr$^2$, larger than $E''(L^*)$. This lies between the second differences of $E_7$ at spacing 0.2 bohr, about $0.075$ at $L=3.2$ and $0.128$ at $L=3.0$ (using $E_7(2.8)=-0.49443$ hartree).

### 4. Fixed cutoff: the jumps

Let $G_c=\sqrt{2E_c}=14.142$ bohr$^{-1}$. The pair $\pm m$ belongs to the basis when $2\pi m/L\le G_c$, so it enters at

$$L_m=\frac{2\pi m}{G_c}=ms,\qquad s=\frac{2\pi}{G_c}=0.4443\ \text{bohr}. \tag{10}$$

Between $L_m$ and $L_{m+1}$ the basis has $M=m$, and the fixed-cutoff curve is a piece of the smooth curve $E_m(L)$. At each jump the variational space grows, so the energy cannot rise.

For the height, treat the coupling to the new pair in second order. Let $\psi$ be the state just before the pair enters. Each new wave couples to it by $-A\psi(0)/\sqrt L$; the kinetic energy gives no coupling. The energy denominator is $\varepsilon-G_c^2/2=-(\kappa^2+G_c^2)/2$ if the small potential terms among the new waves are neglected. The two waves together lower the energy by

$$\Delta_m\approx2\,\frac{A^2|\psi(0)|^2}{L_m}\,\frac{2}{G_c^2+\kappa^2}=\frac{4A^2|\psi(0)|^2}{L_m(G_c^2+\kappa^2)}. \tag{11}$$

A scan in steps of 0.001 bohr, with the basis chosen from the cutoff condition, finds seven jumps between 2 and 5 bohr, each within one step of (10):

| $m$ | $L_m$ (bohr) | drop (millihartree) | from (11) |
|---:|---:|---:|---:|
| 5 | 2.2214 | 7.70 | 7.61 |
| 6 | 2.6657 | 6.19 | 6.12 |
| 7 | 3.1100 | 5.23 | 5.18 |
| 8 | 3.5543 | 4.57 | 4.54 |
| 9 | 3.9986 | 4.09 | 4.06 |
| 10 | 4.4429 | 3.72 | 3.69 |
| 11 | 4.8872 | 3.42 | 3.40 |

The following energies, in hartree, show the two truncated curves. They coincide between 3.1100 and 3.5543 bohr, where the cutoff itself selects $M=7$.

| $L$ (bohr) | converged | fixed cutoff | fixed $M=7$ |
|---:|---:|---:|---:|
| 3.0 | −0.53494 | −0.49431 | −0.49938 |
| 3.2 | −0.53691 | −0.49922 | −0.49922 |
| 3.4 | −0.53594 | −0.49606 | −0.49606 |
| 3.6 | −0.53338 | −0.49586 | −0.49124 |

### 5. Comparing and correcting the minima

**The smooth curve through the teeth.** In the middle of a tooth, $L=(M+\frac12)s$, so $M+\frac12=G_cL/2\pi$. Equation (6) becomes

$$T\approx\frac{2}{\pi G_c}, \tag{12}$$

which no longer depends on $L$. The mid-tooth energies therefore lie, within the accuracy of (6), on the curve $\bar E(L)$ of one well with a constant strength. Here $T=0.0450$ and $A_{\rm eff}=1/1.0450=0.9569$ hartree bohr.

With $T$ constant, setting the derivative of $E+A^2\rho_0T$ to zero gives

$$\bar L-L^*\approx-\frac{A^2T\rho_0'}{E''}. \tag{13}$$

A constant cutoff thus removes the part of the displacement caused by the change of $T$, but not the part due to the change of $\rho_0$. In this example $\rho_0'=-0.00026$ bohr$^{-2}$ at $L^*$, which is nearly zero, and (13) gives only $+0.0002$ bohr. The computed shift is $3.2185-3.2162=+0.0023$ bohr, so terms of higher order in $T$ dominate it.

This near-cancellation belongs to the chosen parameters. With $B=8$ hartree, the converged minimum is at 2.3201 bohr and the smooth curve is displaced by $+0.0264$ bohr, or $1.1\,\%$, at the same cutoff.

**The raw minimum.** Within a tooth $M$ is fixed, and the energy has an extra slope $P$ relative to $\bar E$. To leading order, (6) and (7) give

$$P=A^2\rho_0\frac{\partial T}{\partial L}\bigg|_M=\frac{A^2\rho_0T}{L}. \tag{14}$$

This is the Pulay slope. Near $\bar L$, the energy is a parabola of curvature $E''$ plus a tooth running from $-Ps/2$ at its left edge to $+Ps/2$ at its right edge. Its height, $Ps=4A^2\rho_0/(LG_c^2)$, agrees with the leading form of (11).

Some jump lies within $s/2$ of $\bar L$. Its energy, measured from $\bar E(\bar L)$, is at most $\frac12E''(s/2)^2-Ps/2$. A point at distance $d>s/2$ has at least $\frac12E''d^2-Ps/2$, which is higher. In this leading-order picture the raw minimum therefore lies within half a jump spacing of $\bar L$, on either side. It is either at a jump or at the minimum of a fixed-basis curve, if that minimum falls inside its own piece.

At 100 hartree the jumps next to $\bar L=3.2185$ bohr are at 3.1100 and 3.5543 bohr. The first is nearer and gives the raw minimum. The fixed-basis minimum, 3.0874 bohr, lies just outside the piece with $M=7$, so that piece already rises from its left edge.

**Two corrections.** The Pulay slope can be estimated without changing $L$. The basis-size dependence of the energy enters through $T\propto L/(M+\frac12)$. Hence $\partial T/\partial L|_M=T/L$, while $\partial T/\partial M=-T/(M+\frac12)$ when $M$ is treated as continuous. Eliminating $T$ and replacing the derivative by a central difference,

$$P\approx-\frac{M+\frac12}{L}\,\frac{\partial E_M}{\partial M}\approx-\frac{M+\frac12}{2L}\,(E_{M+1}-E_{M-1}). \tag{15}$$

At $L^*$ this gives 11.15 millihartree/bohr. The direct value, 11.02, is the slope of $E_7$ minus that of the weaker well with $T$ held constant. Subtracting (15) from the fixed-basis slope and solving for zero gives the corrected minimum.

The other correction uses (12). Compute the particle's energy at the mid-tooth lengths $(m+\frac12)s$, here for $m=5,\dots,10$; interpolate these six values with a polynomial; and add the known $U(L)$ before minimizing.

| method | minimum (bohr) | error relative to $L^*$ |
|---|---:|---:|
| fixed basis, $M=7$ | 3.0874 | −4.0 % |
| fixed cutoff, raw | 3.1100 | −3.3 % |
| smooth fixed cutoff | 3.2185 | +0.07 % |
| Pulay-corrected slope | 3.2202 | +0.12 % |
| mid-tooth interpolation | 3.2183 | +0.06 % |

Thus a fixed cutoff is of little help here if one simply takes the lowest computed energy. Its advantage appears once the teeth have been smoothed. Both corrections aim at the smooth curve, not at the converged one, so they keep the displacement (13): with $B=8$ hartree and $M=5$, the basis that 100 hartree selects there, the Pulay correction turns an error of $-3.1\,\%$ into $+1.2\,\%$. The accuracy of the smoothed period does not mean that the energy has converged: at $L=3.2$ bohr, $\bar E=-0.49765$ hartree, still 39 millihartree (1.1 eV) above the converged value. That error is 39.4, 39.3 and 39.3 millihartree at $L=3.0$, $3.2$ and $3.4$, nearly constant because $\rho_0'$ is nearly zero for these parameters, and an error that hardly varies with $L$ hardly moves a minimum.

**Raising the cutoff.** The minima, in bohr, change as follows; $M$ is the value selected at $L^*$.

| $E_c$ (hartree) | $M$ | fixed basis | raw cutoff | smooth |
|---:|---:|---:|---:|---:|
| 50 | 5 | 3.0573 | 3.1416 | 3.2204 |
| 100 | 7 | 3.0874 | 3.1100 | 3.2185 |
| 200 | 10 | 3.1159 | 3.1416 | 3.2174 |
| 400 | 14 | 3.1387 | 3.1387 | 3.2169 |
| 800 | 20 | 3.1584 | 3.1584 | 3.2166 |

From 100 to 200 hartree the raw error shrinks, but from 50 to 100 it grows, because the jump nearest to $L^*$, where the raw minimum lies, is 0.106 bohr away at 100 hartree but only 0.075 bohr away at 50. At 400 and 800 hartree the fixed-basis minimum lies inside its own piece, and the two truncated minima coincide.

All five raw minima are too short, but that is not a rule. Among 24 cutoffs from 100 to 1600 hartree, the raw minimum lies between 0.37 spacings below and 0.33 spacings above the smooth one, and it is on a jump in 21 cases. This sample does not reach the extremes: near 401 hartree the raw minimum lies almost 0.50 spacings above the smooth one, at the edge of the bound.

Both the spacing (10) and the leading displacement (9) decrease as $1/G_c$, or $E_c^{-1/2}$. The spacing follows from the definition of the basis and, in one dimension at $k=0$, is the same for any potential. The slow rate of the displacement, and the size of the jumps, come from the zero-width well, whose matrix elements do not decrease with $G$; these results do not carry over to a smooth potential, whose matrix elements do decrease. The numerical check checks (2)–(6), (8), the jump positions and heights, the half-spacing rule (with a tolerance of 0.6 spacings) and the two corrections, and it checks the first-order laws (9) and (13) close to convergence.

## Computed results

```
A = 1.0 hartree bohr, B = 20.0 hartree, beta = 2.0 1/bohr
cutoff Ec = 100.0 hartree, Gc = 14.1421 1/bohr
jump spacing = 0.4443 bohr
converged minimum L* = 3.2162 bohr = 1.7020 angstrom
converged E(L*) = -0.53692 hartree = -14.6103 eV
kappa at L* = 1.06686 1/bohr
real-space grid electronic energy at L* = -0.56909 hartree
curvature E'' at L* = 0.06875 hartree/bohr^2
rho0 at L* = 0.93125 1/bohr
d rho0/dL at L* = -0.00026 1/bohr^2
d(L rho0)/dL at L* = 0.93042 1/bohr
jumps: m, scanned L, 2 pi m/Gc (bohr), drop, estimate (millihartree)
   5 2.2215 2.2214 7.701 7.612
   6 2.6655 2.6657 6.186 6.124
   7 3.1105 3.1100 5.229 5.182
   8 3.5545 3.5543 4.572 4.535
   9 3.9985 3.9986 4.091 4.061
  10 4.4425 4.4429 3.718 3.693
  11 4.8875 4.8872 3.415 3.395
fixed basis: M = 7, 15 plane waves
L (bohr); E converged, fixed cutoff, fixed basis, smooth (hartree)
  2.6 -0.51261 -0.47050 -0.48113 -0.47270
  2.8 -0.52792 -0.48963 -0.49443 -0.48836
  3.0 -0.53494 -0.49431 -0.49938 -0.49559
  3.2 -0.53691 -0.49922 -0.49922 -0.49765
  3.4 -0.53594 -0.49606 -0.49606 -0.49668
  3.6 -0.53338 -0.49586 -0.49124 -0.49405
  3.8 -0.53006 -0.49048 -0.48562 -0.49060
  4.0 -0.52649 -0.48892 -0.47973 -0.48689
effective strength of smooth curve = 0.95692 hartree bohr
fixed-basis minimum = 3.0874 bohr, error -4.01 %
raw fixed-cutoff minimum = 3.1100 bohr, error -3.30 %
smooth fixed-cutoff minimum = 3.2185 bohr, error +0.07 %
Pulay-corrected minimum = 3.2202 bohr, error +0.12 %
mid-tooth minimum = 3.2183 bohr, error +0.06 %
E at fixed-basis minimum = -0.49980 hartree
E at raw cutoff minimum = -0.49977 hartree, M = 7, on a jump: True
Pulay slope at L*: direct 11.023, estimate 11.153 millihartree/bohr
first-order fixed-basis displacement = -0.1828 bohr
actual fixed-basis displacement = -0.1289 bohr
second case B = 8.0 hartree: L* = 2.3201 bohr, smooth bias = +0.0264 bohr
Ec (hartree), M; minima fixed basis, raw cutoff, smooth (bohr)
  50  5 3.0573 3.1416 3.2204
  100  7 3.0874 3.1100 3.2185
  200 10 3.1159 3.1416 3.2174
  400 14 3.1387 3.1387 3.2169
  800 20 3.1584 3.1584 3.2166
24 cutoffs 100 to 1600 hartree: (raw - smooth)/spacing from -0.372 to 0.330
raw minimum on a jump in 21 of 24 cutoffs
```
